# Energy and time-reversal constraints on a resonance coupled to ports, part 1

(Sections cited here and not found follow in the second part.)

## Constraints from energy conservation and time reversal

Consider a resonator that exchanges light with $N$ ports. A port is one guided mode of one waveguide, observed at a fixed reference plane. The complex amplitude of the wave travelling towards the resonator in port $j$ is $s_{+j}$, and that of the wave travelling away is $s_{-j}$. Both are normalized so that $|s_{\pm j}|^2$ is power, in watts. They are collected in the column vectors $s_+$ and $s_-$. The resonance is described by one complex amplitude $a$, normalized so that $|a|^2$ is the energy stored in it, in joules. The time factor is $e^{+i\omega t}$, so a decaying oscillation has the form $e^{i\omega_0t-\gamma t}$ with $\gamma>0$. An asterisk denotes the complex conjugate without transposition, a superscript $T$ the transpose, and a dagger both operations together.

Temporal coupled-mode theory assumes that the resonance is driven linearly by the incoming waves, and that the outgoing waves are the sum of a direct part and a part leaking from the resonance:

$$
\frac{da}{dt}=(i\omega_0-\gamma)\,a+K^Ts_+,\tag{1}
$$

$$
s_-=C\,s_++D\,a .\tag{2}
$$

The vector $K$ tells how each port feeds the resonance, and $D$ tells how the resonance radiates into each port. Since $a$ has the unit $\sqrt{\mathrm J}$ and $s_\pm$ the unit $\sqrt{\mathrm W}$, the elements of $K$ and $D$ have the unit $\mathrm s^{-1/2}$. The $N\times N$ matrix $C$ is the direct scattering matrix. It describes light that passes from port to port without being stored in the resonance.

Four assumptions enter. There is one resonance, and no other mode is degenerate with it or so close that their lines overlap. Energy leaves the resonator through the listed ports and by no other path, so $\gamma$ is the radiative decay rate of the amplitude and $2\gamma$ that of the energy. The quantities $C$, $K$ and $D$ are constant over the frequency band considered, a few linewidths wide. Finally, the energy held in the direct path is negligible beside $|a|^2$, which means that light crosses the structure directly in a time much shorter than $1/\gamma$.

As they stand, equations (1) and (2) contain far too many free numbers: $C$, $K$ and $D$ are complex and apparently unrelated. Energy conservation removes a large part of this freedom, and time reversal removes more. It is useful to keep the two apart, because a magnetically biased device can obey the first without the second.

**Energy conservation.** The stored energy changes at the rate at which power enters minus the rate at which it leaves:

$$
\frac{d|a|^2}{dt}=s_+^\dagger s_+-s_-^\dagger s_- .\tag{3}
$$

The left side follows from (1). Multiply (1) by $a^*$ and add the complex conjugate. The terms with $i\omega_0$ cancel, and

$$
\frac{d|a|^2}{dt}=-2\gamma|a|^2+2\,\mathrm{Re}\!\left(a^*K^Ts_+\right).\tag{4}
$$

The outgoing power follows from (2). Multiplying out the two factors gives

$$
s_-^\dagger s_-=s_+^\dagger C^\dagger C s_++|a|^2D^\dagger D+2\,\mathrm{Re}\!\left(a^*D^\dagger C s_+\right),\tag{5}
$$

where the last term is the interference between directly scattered and leaked light. Insert (4) and (5) into (3) and bring everything to one side:

$$
|a|^2(D^\dagger D-2\gamma)+2\,\mathrm{Re}\!\left[a^*(K^T+D^\dagger C)s_+\right]-s_+^\dagger(1-C^\dagger C)s_+=0 .\tag{6}
$$

At a given instant, $a$ is the result of the past input, whereas $s_+$ is the present input. An input history can therefore be chosen that produces any desired pair $(a,s_+)$ at that instant, and (6) must hold for every pair.

Take first $a=0$. Then $s_+^\dagger(1-C^\dagger C)s_+=0$ for every $s_+$. A Hermitian matrix whose quadratic form vanishes for every vector is zero, so $C$ is unitary. Take next $s_+=0$. Then $D^\dagger D=2\gamma$. What remains of (6) is the middle term. Its real part must vanish for every phase of $a$, hence the complex number $(K^T+D^\dagger C)s_+$ is zero, and since $s_+$ is arbitrary the row vector in brackets is zero. Energy conservation thus gives three laws:

$$
C^\dagger C=1,\qquad D^\dagger D=2\gamma,\qquad K^T=-D^\dagger C .\tag{7}
$$

The second law says that the energy decay rate is the sum of the rates $|d_j|^2$ into the separate ports, where $d_j$ are the elements of $D$. The third is less obvious. When the resonator is charged and light is also coming in, the leaked light interferes with the directly scattered light. The interference changes the outgoing power, and the difference must be supplied to or taken from the resonance. The rate at which an incoming wave does work on the resonance is therefore dictated by how the leaked field overlaps with the directly scattered one.

The third law also fixes the total strength of the input coupling. Since $K^\dagger K$ is real, it equals $K^TK^*$, and with $K^*=-C^\dagger D$ one finds

$$
K^\dagger K=K^TK^*=D^\dagger C\,C^\dagger D=D^\dagger D=2\gamma .\tag{8}
$$

Energy conservation makes the vectors $K$ and $D$ equally long. It does not make them equal.

**The scattering matrix.** For a steady input at the real frequency $\omega$, write $\delta=\omega-\omega_0$. Setting $da/dt=i\omega a$ in (1) gives

$$
a=\frac{K^Ts_+}{i\delta+\gamma},\qquad S(\delta)=C+\frac{D\,K^T}{i\delta+\gamma},\tag{9}
$$

where $s_-=S s_+$. The laws (7) are sufficient for $S$ to be unitary. They are not necessary, because $S$ contains only the product $DK^T$: doubling $D$ and halving $K$ leaves $S$ unchanged but violates $D^\dagger D=2\gamma$. The separate lengths are fixed by the normalization of $|a|^2$ as stored energy, which entered through (3). To see that the laws are sufficient, replace $K^T$ by $-D^\dagger C$ and define $P=DD^\dagger/(2\gamma)$. Because $D^\dagger D=2\gamma$, $P^2=P$, so $P$ projects on the direction of $D$. Then

$$
S=\left[1-\frac{2\gamma P}{i\delta+\gamma}\right]C=\left[(1-P)+\frac{i\delta-\gamma}{i\delta+\gamma}\,P\right]C .\tag{10}
$$

The fraction has modulus one for real $\delta$. The bracket is therefore unitary, and so is $S$. Equation (10) shows what a lossless resonance does: after the direct scattering it multiplies one particular combination of outgoing waves, the one the resonance radiates, by a phase factor that turns through $2\pi$ as the frequency crosses the line. The combinations orthogonal to $D$ are unaffected. With a single port there is nothing but this phase factor, and the reflected power equals the incident power at every detuning.

**Time reversal.** Suppose the structure consists of lossless materials with real symmetric permittivity and permeability tensors, without magnetic bias and without modulation in time. Then the time-reversed copy of any solution of Maxwell's equations is again a solution for the same structure. A physical field is $\mathrm{Re}(f e^{i\omega t})$. Replacing $t$ by $-t$ gives $\mathrm{Re}(fe^{-i\omega t})=\mathrm{Re}(f^*e^{i\omega t})$, so amplitudes are conjugated. Reversal also exchanges incoming and outgoing waves. The phases of the two waves in each port are defined so that each is the reverse of the other at the reference plane. The reversed solution then has the input $s_-^*$ and the output $s_+^*$, and

$$
s_+^*=S\,s_-^*=S\,S^*s_+^* .\tag{11}
$$

This holds for every input, so $SS^*=1$. Unitarity says $SS^\dagger=1$. Both $S^*$ and $S^\dagger$ are the inverse of $S$, hence they are equal, and conjugating $S^\dagger=S^*$ gives

$$
S=S^T .\tag{12}
$$

Under a static magnetic bias, the reversed solution belongs to the structure with reversed bias, and (12) no longer follows.

Apply (12) to the scattering matrix (9):

$$
C-C^T+\frac{DK^T-KD^T}{i\delta+\gamma}=0 .\tag{13}
$$

This holds at all detunings in the band. Subtracting the equation at one detuning from that at another removes $C-C^T$ and leaves the second numerator multiplied by a nonzero number. Hence $DK^T=KD^T$, and then $C=C^T$. Multiply $DK^T=KD^T$ from the right by $D^*$. Since $D^TD^*=2\gamma$,

$$
K=\lambda D,\qquad \lambda=\frac{K^TD^*}{2\gamma}.\tag{14}
$$

The lengths of $K$ and $D$ are equal by (8), so $|\lambda|=1$.

The remaining phase factor has no physical content. The definition of $a$ by its energy leaves its phase free. If $a'=e^{i\varphi}a$ is used instead, (1) and (2) keep their form with

$$
K'=e^{i\varphi}K,\qquad D'=e^{-i\varphi}D,\qquad K'=\lambda e^{2i\varphi}D' .\tag{15}
$$

Choosing $\varphi=-\tfrac12\arg\lambda$ gives $K'=D'$. The alternative $\varphi+\pi$ does the same and reverses the sign of both vectors. Dropping the primes, one has $K=D$. The transpose of the third law in (7) is $K=-C^TD^*$, and with $C=C^T$ and $K=D$ it becomes a condition on $D$ itself. The complete set of constraints is

$$
D^\dagger D=2\gamma,\qquad K=D,\qquad C\,D^*=-D,\tag{16}
$$

with $C$ unitary and symmetric. If the phase of $a$ is left general, the last two read $K=\lambda D$ and $CD^*=-\lambda D$. The product $DK^T$, and with it the scattering matrix, is the same in either case.

The constraints also keep their form when reference planes are moved. Moving the plane of port $j$ outwards adds a propagation phase $\theta_j$ to each passage. With $\Theta=\mathrm{diag}(e^{-i\theta_j})$, the new quantities are $C'=\Theta C\Theta$ and $D'=\Theta D$. Since $\Theta\Theta^*=1$, $C'D'^*=\Theta CD^*=-\Theta D=-D'$. The phase of a single $d_j$ thus depends on where its plane lies, but its relation to $C$ does not.

**The reversed decay.** The condition $CD^*=-D$ has a direct physical reading. Let the resonator ring down without input: $a=a_0e^{(i\omega_0-\gamma)t}$ and $s_-=Da$. With the phase of $a$ chosen as above, so that $K=D$, the reversed process has the amplitude $\tilde a(t)=a^*(-t)=a_0^*e^{(i\omega_0+\gamma)t}$ and the input $s_+=D^*\tilde a$, and nothing comes out. This is an exponentially rising wave that fills the resonator completely, at the complex frequency $\omega_0-i\gamma$. Inserting it into (2) with zero output gives $CD^*+D=0$. The directly scattered part of the rising wave is cancelled in every port by the light that already leaks out. Equation (1) gives $i\omega_0+\gamma=i\omega_0-\gamma+K^TD^*$, hence $K^TD^*=2\gamma$. For several ports this single number does not by itself fix $K$. Together with the equal lengths (8) it does, because the scalar product of two vectors can equal the product of their lengths only if they are parallel, and here the factor of proportionality is one.

**What remains free.** For a given $C$, define the operation $Jd=-Cd^*$. The constraint says that $D$ is a fixed vector, $JD=D$. Applying the operation twice gives $J^2d=CC^*d=d$, because a symmetric unitary matrix obeys $CC^*=CC^\dagger=1$. Any vector can be split as

$$
d=v+iw,\qquad v=\tfrac12(d+Jd),\qquad w=\tfrac1{2i}(d-Jd).\tag{17}
$$

Both $v$ and $w$ are fixed vectors. For $w$ this uses the fact that $J$ conjugates numerical factors, so the factor $1/(2i)$ changes sign together with the bracket. The splitting is unique, since a vector that is both fixed and $i$ times a fixed vector equals its own negative. The $2N$ real dimensions of the space of complex vectors are therefore shared equally, and the fixed vectors form a real space of dimension $N$. For randomly drawn symmetric unitary matrices with $N=1$ to $4$, the numerically determined dimension is 1, 2, 3 and 4. The condition $D^\dagger D=2\gamma$ fixes the length, and $N-1$ real parameters are left.

If $C$ is diagonal, as for ports with no direct connection, the condition acts on each port separately: $2\arg d_j=\arg C_{jj}+\pi$. Each phase is fixed up to a multiple of $\pi$, and the magnitudes are free apart from the sum of their squares, which is $2\gamma$. When the direct path links the ports, magnitudes and phases become entangled.

The last two constraints in (16), $K=D$ and $CD^*=-D$, fail for a single travelling wave in a ring, even if the ring is reciprocal. Time reversal turns the clockwise wave into the counterclockwise one, so the two degenerate modes have to be treated together.

## Two ports and a resonator on a silicon waveguide

The symbols carried over are these. The resonance amplitude $a$ has the frequency $\omega_0$ and the radiative decay rate $\gamma$; $\delta=\omega-\omega_0$ is the detuning; $C$ is the direct scattering matrix; $K$ and $D$ are the input and output coupling vectors, and $D$ has the elements $d_j$. Energy conservation gives $C^\dagger C=1$, $D^\dagger D=2\gamma$ and $K^T=-D^\dagger C$. Time reversal adds $C=C^T$, $K=D$ and $CD^*=-D$. The scattering matrix is $S=C+DK^T/(i\delta+\gamma)$.

**Coupling ratio.** For two ports, write $C_{11}=re^{i\alpha}$ and $|C_{12}|=t$, with $r^2+t^2=1$ by unitarity. The first row of $CD^*=-D$ is

$$
C_{12}d_2^*=-(d_1+C_{11}d_1^*).\tag{18}
$$

With $d_1=|d_1|e^{i\beta}$, the modulus squared of both sides is

$$
t^2\frac{|d_2|^2}{|d_1|^2}=\left|1+re^{i(\alpha-2\beta)}\right|^2=1+r^2+2r\cos(2\beta-\alpha).\tag{19}
$$

The right side lies between $(1-r)^2$ and $(1+r)^2$. Dividing by $t^2=(1-r)(1+r)$ and inverting gives

$$
\frac{1-r}{1+r}\le\frac{|d_1|^2}{|d_2|^2}\le\frac{1+r}{1-r}.\tag{20}
$$

If the direct path transmits everything, $r=0$ and the resonance must radiate equally into both ports, however asymmetrically it is built. If the direct path is blocked, $r\to1$ and the ratio is unrestricted. Between these limits, a designer who wants a strongly one-sided resonance needs direct reflection, provided that the device is lossless, reciprocal and has two ports. Within the range and for $0<r<1$, (19) fixes the cosine of $2\beta-\alpha$ from the ratio, which in general leaves two values of this angle.

Energy conservation and time reversal have been shown to tie the couplings $K$ and $D$ to the direct scattering matrix $C$, and for two ports to limit the ratio of the port rates. What remains is to derive the transmission line and the effect of internal loss, and to test the constraints on a resonator attached to a silicon waveguide.
